\section*{Stoney's Film Stress Formula from Bending Equilibrium}

\section{What a curvature measurement can decide}

Before a wafer-bow reading is turned into a film stress, one must decide whether the elastic constants of the film are needed. For a plasma-deposited fluorocarbon film they may be poorly known. Bending equilibrium shows that, to leading order in film thickness, the substrate's constants suffice. It also shows when that simplification fails.

Consider a circular substrate of radius $R$ and uniform thickness $h_s$, perfectly bonded to a film of thickness $h_f$. Both are linearly elastic, and $h_s\ll R$. The stress is equal in all in-plane directions, and no external load acts. Film stress is positive in tension. The coordinate $z$ runs from the substrate midplane towards the film, and the curvature $\kappa$ is positive when the rim bends towards the film side. If the bare substrate is not flat, $\kappa$ denotes the change caused by the film.

\section{Strain, stress and equilibrium}

For uniform curvature the deflection is $w=\kappa r^2/2$. Normals to the midplane remain straight and normal, so a point at height $z$ has radial displacement $u_r=\varepsilon_0r-zw'=r(\varepsilon_0-\kappa z)$. The radial strain $du_r/dr$ and the hoop strain $u_r/r$ are therefore equal:
\begin{equation}
\varepsilon(z)=\varepsilon_0-\kappa z. \label{strain}
\end{equation}
The faces are free and the plate is thin, so $\sigma_z=0$. For an isotropic substrate, Hooke's law with two equal in-plane stresses is $\varepsilon=(\sigma-\nu_s\sigma)/E_s$, or
\begin{equation}
\sigma=M_s\varepsilon,\qquad M_s=\frac{E_s}{1-\nu_s}. \label{biaxial}
\end{equation}
Let $\sigma_m$ be the stress the film would have on a rigid flat substrate. With film biaxial modulus $M_f$, its stress after the substrate has deformed is
\begin{equation}
\sigma=\sigma_m+M_f(\varepsilon_0-\kappa z). \label{filmstress}
\end{equation}
The force and moment per unit width vanish at the free rim. Since they are uniform in this solution, they vanish throughout the interior:
\begin{equation}
\int\sigma\,dz=0,\qquad \int\sigma z\,dz=0, \label{balance}
\end{equation}
where the integrals cover both layers.

\section{The thin-film result}

Let $\sigma_f$ be the film stress. When $h_f\ll h_s$, the film force $\sigma_fh_f$ acts at $z\simeq h_s/2$. In the force balance the term $-\kappa z$ integrates to zero over the substrate, so
\begin{equation}
M_sh_s\varepsilon_0+\sigma_fh_f=0,\qquad
\varepsilon_0=-\frac{\sigma_fh_f}{M_sh_s}. \label{force}
\end{equation}
In the moment balance the $\varepsilon_0$ term integrates to zero, and $\int_{-h_s/2}^{h_s/2}z^2dz=h_s^3/12$. Hence
\begin{equation}
-\frac{M_sh_s^3\kappa}{12}+\frac{\sigma_fh_fh_s}{2}=0,
\end{equation}
which gives Stoney's formula,
\begin{equation}
\boxed{\sigma_f=\frac{M_sh_s^2\kappa}{6h_f}}. \label{stoney}
\end{equation}
A tensile film pulls the rim towards its own side. The curvature measures the force per width $\sigma_fh_f$; a separate thickness measurement turns it into a stress.

The substrate is both compressed and bent. From (\ref{stoney}), $M_s\kappa h_s/2=3\sigma_fh_f/h_s$. Combined with (\ref{force}), this gives
\begin{equation}
\sigma_s\!\left(\tfrac{h_s}{2}\right)=-\frac{4\sigma_fh_f}{h_s},\qquad
\sigma_s\!\left(-\tfrac{h_s}{2}\right)=\frac{2\sigma_fh_f}{h_s}. \label{substress}
\end{equation}
The strain vanishes at $z=\varepsilon_0/\kappa=-h_s/6$, not at the midplane.

\section{How thin the film must be}

Let $\eta=h_f/h_s$ and $m=M_f/M_s$. The film centre is at $z_f=(h_s+h_f)/2$. Write $\bar\sigma$ for the actual mean film stress. By (\ref{filmstress}), the stress varies about this mean as $-M_f\kappa(z-z_f)$, so the film's moment is $\bar\sigma h_fz_f-M_f\kappa h_f^3/12$. Moment balance becomes
\begin{equation}
\frac{\kappa}{12}(M_sh_s^3+M_fh_f^3)=\frac{\bar\sigma h_f(h_s+h_f)}2,
\end{equation}
and therefore
\begin{equation}
\bar\sigma=\frac{M_sh_s^2\kappa}{6h_f}\,\frac{1+m\eta^3}{1+\eta}. \label{mean}
\end{equation}
To find $\sigma_m$, use $\varepsilon_0=-\eta\bar\sigma/M_s$ in the average of (\ref{filmstress}):
\begin{equation}
\sigma_m=\bar\sigma(1+m\eta)+\frac{M_f\kappa h_s(1+\eta)}2. \label{mismatch}
\end{equation}
Define $\kappa_m=6\sigma_mh_f/(M_sh_s^2)$, the Stoney curvature for the mismatch stress. Multiplying (\ref{mismatch}) by $6h_f/(M_sh_s^2\kappa)$ and using (\ref{mean}) gives
\begin{align}
\frac{\kappa_m}{\kappa}
&=\frac{(1+m\eta)(1+m\eta^3)}{1+\eta}+3m\eta(1+\eta)\nonumber\\
&=\frac{1+4m\eta+6m\eta^2+4m\eta^3+m^2\eta^4}{1+\eta}. \label{bilayer}
\end{align}
For $\eta\ll1$ and $m\eta\ll1$, the inverse is $\kappa/\kappa_m\simeq1+\eta(1-4m)$. A stiff film thus needs the second condition as well as a small thickness ratio. To first order Stoney's formula exceeds the actual mean stress by the fraction $\eta$, while its error relative to $\sigma_m$ also depends on the film modulus.

These results describe the interior. If $N_r$ and $N_\theta$ are the film's radial and hoop forces per width, and $\tau$ is the interface shear stress $\sigma_{rz}$, radial equilibrium of the film is
\begin{equation}
\frac{dN_r}{dr}+\frac{N_r-N_\theta}{r}=\tau.
\end{equation}
The shear vanishes where the film force is uniform and equibiaxial. Near the rim it must be present, because $N_r$ falls to zero there.

An axisymmetric finite-element calculation without the straight-normal assumption tested this picture for $R=8h_s$, $\eta=0.25$, $m=0.5$, and Poisson ratios $0.25$ (substrate) and $0.35$ (film). It gave $\kappa/\kappa_m=0.7251$ ($0.7250$ on finer meshes), against $0.7269$ from (\ref{bilayer}). The gap comes from the finite radius rather than the mesh: it roughly halves when $R$ is doubled. The mean radial film stress was $0.587\sigma_m$ in the interior but its average over the last $0.25h_s$ before the rim was below $0.2\sigma_m$. This bounds the strip average only; at the inner side of the strip the value still exceeds $0.27\sigma_m$. Only a bound is quoted, because the mesh does not fully resolve the stress concentration where the interface meets the free edge: the average falls from $0.186\sigma_m$ to about $0.17\sigma_m$ on refinement. Between $2.0h_s$ and $2.25h_s$ from the rim the mean film stress was within 2\% of the interior value.

\section{What uniform stress means}

\subsection{Variation through the film}

Let the stress vary linearly, with top-minus-bottom difference $\Delta\sigma$ and mean $\sigma_f$. The variation adds $\Delta\sigma h_f^2/12$ to the film's moment. Relative to the leading moment $\sigma_fh_fh_s/2$ this is
\begin{equation}
\frac{\delta\kappa}{\kappa}=\frac{\Delta\sigma}{\sigma_f}\frac{\eta}{6}. \label{gradient}
\end{equation}
Stoney's formula therefore returns the thickness average when this ratio is small. It fails if the mean nearly cancels: for $\sigma_f=0$, the leading thin-film curvature is $\Delta\sigma h_f^2/(M_sh_s^3)$, although (\ref{stoney}) would assign it to a nonzero mean stress.

\subsection{Variation with radius}

Now let the film force depend on radius, with an isotropic substrate and small deflection. Define
\begin{equation}
\kappa_T(r)=\frac{6\sigma_f(r)h_f}{M_sh_s^2},\qquad
D=\frac{M_sh_s^3}{12(1+\nu_s)},\qquad \phi=w'.
\end{equation}
The curvatures are $\phi'$ and $\phi/r$. With bending moments $B=-\int\sigma z\,dz$, including the film's contribution,
\begin{align}
B_r&=D[\phi'+\nu_s\phi/r-(1+\nu_s)\kappa_T],\nonumber\\
B_\theta&=D[\phi/r+\nu_s\phi'-(1+\nu_s)\kappa_T].
\end{align}
Without transverse load, equilibrium requires $(rB_r)'=B_\theta$. Substitution cancels the separate $\nu_s\phi$ terms and leaves
\begin{equation}
\left(\phi'+\frac{\phi}{r}\right)'=(1+\nu_s)\kappa_T'. \label{radialode}
\end{equation}
Integrate once, with constant $c$, and use $\phi'+\phi/r=(r\phi)'/r$. With $I(r)=\int_0^r\kappa_Ts\,ds$ and a regular centre,
\begin{equation}
\phi=(1+\nu_s)\frac{I(r)}r+\frac{cr}{2}.
\end{equation}
The free-edge condition $B_r(R)=0$ gives $c=(1-\nu_s)\phi(R)/R$. Solving for $c$ yields $c=2(1-\nu_s)I(R)/R^2$, so
\begin{equation}
\phi(r)=(1+\nu_s)\frac{I(r)}r+(1-\nu_s)\frac{rI(R)}{R^2}. \label{slope}
\end{equation}
At the rim, $\phi(R)/R=2I(R)/R^2=\bar\kappa_T$, the area average. Rim slope therefore gives the area-average film force in this model. The local mean curvature is instead
\begin{equation}
\frac12\left(\phi'+\frac\phi r\right)
=\frac{1+\nu_s}{2}\kappa_T(r)+\frac{1-\nu_s}{2}\bar\kappa_T.
\end{equation}
It mixes local and average stress, so inserting it into (\ref{stoney}) does not in general give the local stress.

For $\kappa_T=\bar\kappa_T[1+a(1-2r^2/R^2)]$, the centre curvature is $\bar\kappa_T[1+(1+\nu_s)a/2]$. Integrating (\ref{slope}) gives the bow
\begin{equation}
\delta=w(R)-w(0)=\frac{\bar\kappa_TR^2}{2}
\left[1+\frac{(1+\nu_s)a}{4}\right]. \label{radialbow}
\end{equation}

\section{How small the deflection must be}

A flat disc cannot become a spherical cap without in-plane stretching. In this section $N_r$ and $N_\theta$ denote forces per width of the whole plate. The midplane strains are $\varepsilon_r=u'+\phi^2/2$ and $\varepsilon_\theta=u/r$, so $(r\varepsilon_\theta)'-\varepsilon_r=-\phi^2/2$. In-plane equilibrium gives $N_\theta=(rN_r)'$. With $\Psi=rN_r$ and Hooke's law, compatibility becomes
\begin{equation}
r\Psi''+\Psi'-\frac{\Psi}{r}=-\frac{E_sh_s\phi^2}{2}.
\end{equation}
A uniform film mismatch cancels from this equation. Insert the Stoney solution $\phi=\kappa_0r$. Since the left-hand operator turns $r^3$ into $8r^2$, the regular solution with $N_r(R)=0$ is
\begin{equation}
N_r=\frac{E_sh_s\kappa_0^2}{16}(R^2-r^2).
\end{equation}
This tension acts on the sloping plate and alters the bending balance to $D(\phi'+\phi/r)'=N_r\phi$. For the first correction $\phi_1$,
\begin{equation}
\left(\phi_1'+\frac{\phi_1}{r}\right)'=A(R^2r-r^3),\quad
A=\frac{3(1-\nu_s^2)\kappa_0^3}{4h_s^2}.
\end{equation}
The operator on the left maps $r^3$ to $8r$ and $r^5$ to $24r^3$. The free-edge condition $\phi_1'+\nu_s\phi_1/R=0$ fixes the remaining linear term:
\begin{equation}
\phi_1=A\left[\frac{R^2r^3}{8}-\frac{r^5}{24}
-\frac{(2+\nu_s)R^4r}{12(1+\nu_s)}\right]. \label{phi1}
\end{equation}
At $r=R$ the bracket is $-R^5/[12(1+\nu_s)]$, so the rim slope falls by the fraction $(1-\nu_s)(\delta/h_s)^2/4$, where $\delta\simeq\kappa_0R^2/2$. Integrating (\ref{phi1}) from centre to rim gives $-AR^6(17+5\nu_s)/[288(1+\nu_s)]$. Division by $\kappa_0R^2/2$ gives the fractional loss of bow,
\begin{equation}
\frac{\delta_0-\delta}{\delta_0}\simeq
\frac{(1-\nu_s)(17+5\nu_s)}{48}\left(\frac{\delta}{h_s}\right)^2,
\quad \delta_0=\frac{\kappa_0R^2}{2}. \label{bowloss}
\end{equation}
Thus deflection must be small compared with wafer thickness; being small compared with the radius is not enough. Equation (\ref{bowloss}) assumes an initially flat plate and an axisymmetric shape, and is a leading correction. If the bare substrate is already bowed or sags under its weight, that deflection must also be small compared with the thickness, because stretching depends on the total slope and not only on the change caused by the film.

\section{A fluorocarbon film on silicon}

Take a $1.00\,\mu\mathrm m$ film on a silicon (001) wafer with $R=100$ mm and $h_s=725\,\mu\mathrm m$. The chosen bow change is $-10.0\,\mu\mathrm m$, so the coated side is convex. Rough elastic constants are $C_{11}=166$ GPa and $C_{12}=64$ GPa. Zero normal stress requires $\varepsilon_z=-2C_{12}\varepsilon/C_{11}$. Substitution in $\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_z$ gives
\begin{equation}
M_s=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=180.7\ \mathrm{GPa}.
\end{equation}
An equibiaxial strain is unchanged by rotation in the plane, and the fourfold symmetry of the (001) surface makes the resulting stress equibiaxial too. This modulus therefore has no in-plane direction dependence. On a (110) wafer the stress would differ between in-plane directions. Then
\begin{align}
\kappa&=\frac{2(-10.0\times10^{-6})}{(0.100)^2}
=-2.00\times10^{-3}\ \mathrm{m^{-1}},\nonumber\\
\sigma_f&=\frac{(180.7\times10^9)(725\times10^{-6})^2\kappa}
{6(1.00\times10^{-6})}=-31.7\ \mathrm{MPa}.
\end{align}
The film is compressive. By (\ref{substress}), the silicon carries only $0.175$ MPa at the interface and $-0.087$ MPa at the back.

With rough film values $E_f=5$ GPa and $\nu_f=0.35$, $M_f=7.69$ GPa. The finite-thickness curvature shift is $0.11\%$ relative to $\kappa_m$. A through-film difference of twice the mean stress shifts curvature by $0.05\%$. An error of $5\,\mu\mathrm m$ in wafer thickness matters more: using $730$ instead of $725\,\mu\mathrm m$ raises the inferred stress magnitude by $1.4\%$.

For effects that need $\nu_s$ separately, we also use $C_{44}=80$ GPa. Isotropic plates matched to the $\langle100\rangle$ and $\langle110\rangle$ directions have $\nu_s=0.278$ and $0.061$. They serve as two estimates, not bounds for the anisotropic wafer. A radial variation with $a=0.10$ makes the bow overstate the average stress magnitude by $3.2\%$ and $2.7\%$, respectively. These are values for the two isotropic plates, not for scans along those directions; on the anisotropic (001) plate the order is reversed, about $2.7\%$ along $\langle100\rangle$ and $3.2\%$ along $\langle110\rangle$. For an initially flat wafer without gravity, the large-deflection loss at $10\,\mu\mathrm m$ is below $0.01\%$ in both estimates; by the leading correction (\ref{bowloss}) it reaches $1\%$ at bows of about $138$ and $125\,\mu\mathrm m$.

Gravity is a larger concern. For downward deflection under weight per area $q=\rho gh_s$, vertical balance gives $D(\phi'+\phi/r)'=qr/2$. A simply supported rim then gives $\phi=qr^3/(16D)-(3+\nu_s)qR^2r/[16D(1+\nu_s)]$. Its integral yields the sag
\begin{equation}
\delta_g=\frac{(5+\nu_s)qR^4}{64D(1+\nu_s)}.
\end{equation}
With density $2330\ \mathrm{kg/m^3}$, the two estimates are $23.8$ and $22.8\,\mu\mathrm m$. With the film facing up, this sag would be misread as tension of $75$ or $72$ MPa. Subtracting a bare-wafer scan on the same support removes it in the linear regime.

The wafer dimensions are those of a common 200 mm wafer. The film data are rough, since the properties of fluorocarbon films depend on deposition conditions. Real processing also breaks the assumption of a single temperature. For deposition at 335 K, measurement at 295 K, and rough expansion coefficients of $60$ and $2.6$ ppm/K, the film tries to contract more than silicon on cooling. Its thermal stress is
\begin{equation}
\sigma_{th}=M_f(\alpha_f-\alpha_s)(T_{dep}-T_{meas})
=17.7\ \mathrm{MPa}.
\end{equation}
The stress left from growth is then $-31.7-17.7\simeq-49$ MPa, if the film stays elastic with constant properties. Stoney's result remains the total stress at the measurement temperature; it is not by itself the growth stress. Creep and moisture uptake are outside this estimate. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
INPUTS (material data rough typical values)
Si C11, C12, C44 = 166, 64, 80 GPa
wafer radius = 100 mm
wafer thickness = 725 um
film thickness = 1.00 um
bow change (rim minus centre) = -10.0 um
film E = 5.0 GPa, nu = 0.35
expansion film, Si = 60.0, 2.6 ppm/K
deposition, measurement T = 335, 295 K
Si density = 2330 kg/m3
STONEY RESULT
Si (001) biaxial modulus = 180.7 GPa
curvature change = -2.000e-03 1/m
radius of curvature = -500 m
film stress = -31.65 MPa
film force per width = -31.65 N/m
Si stress at interface = 0.1746 MPa
Si stress at back = -0.0873 MPa
zero-strain plane z = -120.8 um
SIZE OF NEGLECTED EFFECTS
film biaxial modulus = 7.69 GPa
eta = 1.379e-03, m = 0.0426
finite-thickness curvature shift = 0.114 %
through-film variation / mean = 2.0
resulting curvature shift = 0.046 %
wafer thickness error = 5 um
resulting stress shift = 1.38 %
wafer thickness / radius = 0.00725
thermal stress = 17.66 MPa
growth stress (total - thermal) = -49.31 MPa
radial stress amplitude = 10 %
<100>: E = 130.4 GPa, nu = 0.278
<100>: centre curvature shift = 6.39 %
<100>: bow shift, radial variation = 3.20 %
<100>: gravity sag, ring support = 23.8 um
<100>: sag misread as stress = 75.4 MPa
<100>: large-deflection bow loss = 0.0053 %
<100>: bow for 1 % error = 138 um
<110>: E = 169.7 GPa, nu = 0.061
<110>: centre curvature shift = 5.30 %
<110>: bow shift, radial variation = 2.65 %
<110>: gravity sag, ring support = 22.8 um
<110>: sag misread as stress = 72.3 MPa
<110>: large-deflection bow loss = 0.0064 %
<110>: bow for 1 % error = 125 um
ELASTICITY TEST (eta = 0.25, m = 0.5)
curvature / Stoney, elements = 0.7251
curvature / Stoney, formula = 0.7269
film stress / mismatch, interior = 0.5870
film stress / mismatch, formula = 0.5846
film stress / mismatch, last 0.25 h_s = 0.1858
\end{verbatim}
